**Two-sweep solution of the radial Poisson problem in a muffin-tin sphere**

The program computes $V=\frac{4\pi}{2l+1}[A+B-(r/R)^lA(R)]+v_R(r/R)^l$, where $A$ is the scaled inner integral, accumulated outward, and $B$ the scaled outer integral, accumulated inward. Here $R$ is the sphere radius, $v_R$ the boundary value, and the model density is $r^le^{-\alpha r}$. It asserts that $V$ agrees with a Chebyshev collocation solution of the differential equation to a relative $10^{-6}$ at every node for $l=0$ to 8; the largest printed difference is $1.6\times10^{-7}$. Further assertions cover the multipole moment, the fourth-order error constant, the first-cell error, the gain from fitting the power $r^{l+2}$, and the response to density noise. The program also forms the integrals by subtraction from a total. For $l=4$ this produces an error of $6.2\times10^9$ hartree at the first node, while for $l=8$ the subtraction happens to return zero. With a density floor of $10^{-12}$ bohr$^{-3}$ and $l=8$, the subtracted outer integral is lost near 1 bohr, whereas the inward sweep retains it.

## Numerical check

```python
"""Radial Poisson problem in a muffin-tin sphere by two contracting sweeps.

Result under test (Hartree atomic units), for one density coefficient rho(r):
  V(r) = 4 pi/(2l+1) [A(r) + B(r) - (r/R)^l A(R)] + v_R (r/R)^l
  A(r) = r^-(l+1) int_0^r s^(l+2) rho ds    (accumulated outward)
  B(r) = r^l      int_r^R s^(1-l) rho ds    (accumulated inward)
R: sphere radius, v_R: boundary value of V, l: angular momentum.
The mesh is logarithmic with step h in ln r.  Each cell is integrated with
r^2 rho = r^power * (cubic in ln r); power = l+2 fits rho ~ r^l at the origin.
Model density: rho = r^l exp(-alpha r), with unit amplitude.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Chebyshev

mp.mp.dps = 30
R, alpha, v_R, r_first, n_nodes = 2.2, 3.0, 0.05, 1e-5, 801


def model_density(r, l):
    return r**l * np.exp(-alpha * r)


def cell_weights(offsets, h, l, power):
    """Weights of four nodal values for the outward and the inward kernel."""
    t, w = np.polynomial.legendre.leggauss(12)
    t, w = 0.5 * h * (t + 1), 0.5 * h * w
    nodes = h * np.array(offsets, float)
    weights = np.empty((2, 4))
    for k in range(4):
        basis = np.exp(power * (t - nodes[k]))
        for j in range(4):
            if j != k:
                basis = basis * (t - nodes[j]) / (nodes[k] - nodes[j])
        weights[0, k] = np.sum(w * basis * np.exp(-(l + 1) * (h - t)))
        weights[1, k] = np.sum(w * basis * np.exp(-l * t))
    return weights


def cell_integrals(rho, r, l, power):
    n = len(r)
    h = np.log(r[-1] / r[0]) / (n - 1)
    g = r**2 * rho
    cells = np.empty((2, n - 1))
    central = cell_weights([-1, 0, 1, 2], h, l, power)
    cells[:, 1:-1] = sum(central[:, k, None] * g[k:k + n - 3] for k in range(4))
    cells[:, 0] = cell_weights([0, 1, 2, 3], h, l, power) @ g[:4]
    cells[:, -1] = cell_weights([-2, -1, 0, 1], h, l, power) @ g[-4:]
    return cells


def two_sweeps(rho, r, l, power=None):
    power = l + 2 if power is None else power
    n = len(r)
    h = np.log(r[-1] / r[0]) / (n - 1)
    out_cells, in_cells = cell_integrals(rho, r, l, power)
    A, B = np.zeros(n), np.zeros(n)
    A[0] = r[0]**2 * rho[0] / (2 * l + 3)
    damp_out, damp_in = np.exp(-(l + 1) * h), np.exp(-l * h)
    for i in range(n - 1):
        A[i + 1] = damp_out * A[i] + out_cells[i]
    for i in range(n - 2, -1, -1):
        B[i] = damp_in * B[i + 1] + in_cells[i]
    return A, B


def potential(A, B, r, l):
    boundary = (r / r[-1])**l
    return 4 * np.pi / (2 * l + 1) * (A + B - boundary * A[-1]) + v_R * boundary


def reference_A(radius, l, factor=lambda y: 1):
    """Definition of A by quadrature, with s = radius*t to keep it well scaled."""
    x = mp.mpf(float(radius))
    return x**(l + 2) * mp.quad(
        lambda t: t**(2 * l + 2) * factor(alpha * x * t) * mp.exp(-alpha * x * t),
        [0, 1])


def reference_B(radius, l):
    x = mp.mpf(float(radius))
    return x**l * mp.quad(
        lambda s: s**(1 - l) * s**l * mp.exp(-alpha * s), [x, mp.mpf(R)])


def collocation_potential(r, l, n_basis=30):
    """Solve the differential equation for w = V/r^l; no Green function used."""
    points = 0.5 * R * (1 - np.cos(np.pi * np.arange(n_basis) / (n_basis - 1)))
    basis = [Chebyshev.basis(k, domain=[0, R]) for k in range(n_basis)]
    matrix = np.array([points * b.deriv(2)(points)
                       + (2 * l + 2) * b.deriv(1)(points) for b in basis]).T
    rhs = -4 * np.pi * points * np.exp(-alpha * points)
    matrix[-1] = [b(R) for b in basis]
    rhs[-1] = v_R / R**l
    return r**l * Chebyshev(np.linalg.solve(matrix, rhs), domain=[0, R])(r)


r = np.geomspace(r_first, R, n_nodes)
h = np.log(R / r_first) / (n_nodes - 1)
print(f"sphere radius R = {R} bohr, alpha = {alpha} bohr^-1, v_R = {v_R} hartree")
print(f"first node = {r_first:.1e} bohr, nodes = {n_nodes}, log step h = {h:.6f}")

# Potential against the differential equation, relative error at every node
worst = {}
for l in range(9):
    A, B = two_sweeps(model_density(r, l), r, l)
    worst[l] = np.max(np.abs(potential(A, B, r, l) / collocation_potential(r, l) - 1))
    assert worst[l] < 1e-6
for l in (0, 2, 4, 6, 8):
    print(f"l={l}: largest relative error of V over all nodes = {worst[l]:.2e}")

# Worked example, l = 4
l = 4
rho = model_density(r, l)
A, B = two_sweeps(rho, r, l)
V = potential(A, B, r, l)
V_ode = collocation_potential(r, l)
print("l=4 table: r (bohr), A, B, V, V from differential equation (hartree)")
for target in (1e-5, 1e-3, 0.1, 0.5, 1.0, 1.5, 2.2):
    i = int(np.argmin(np.abs(r - target)))
    print(f"  {r[i]:.5e} {A[i]:.6e} {B[i]:.6e} {V[i]:.8e} {V_ode[i]:.8e}")
moment = R**(l + 1) * A[-1]
moment_ref = float(mp.quad(lambda s: s**(2 * l + 2) * mp.exp(-alpha * s), [0, R]))
assert abs(moment / moment_ref - 1) < 1e-6
print(f"l=4 multipole moment: sweep {moment:.9f}, quadrature {moment_ref:.9f} bohr^4")

# Fourth order and its constant at an interior node
mid = int(np.argmin(np.abs(r - 1.0)))
r_fine = np.geomspace(r_first, R, 2 * n_nodes - 1)
A_fine, B_fine = two_sweeps(model_density(r_fine, l), r_fine, l)
error_coarse = float(reference_A(r[mid], l) - A[mid])
error_fine = float(reference_A(r_fine[2 * mid], l) - A_fine[2 * mid])
fourth_log_derivative = lambda y: -y + 7 * y**2 - 6 * y**3 + y**4
predicted = 11 / 720 * h**4 * float(reference_A(r[mid], l, fourth_log_derivative))
assert abs(error_coarse / predicted - 1) < 0.05
assert abs(error_coarse / error_fine - 16) < 0.8
assert abs(B[mid] / float(reference_B(r[mid], l)) - 1) < 1e-6
print(f"l=4, r={r[mid]:.5f} bohr: exact minus numerical A = {error_coarse:.4e} hartree")
print(f"  predicted leading error = {predicted:.4e} hartree")
print(f"  error ratio on halving h = {error_coarse / error_fine:.3f}")

# Interpolation with and without the fitted power, close to the origin
near = int(np.argmin(np.abs(r - 1e-3)))
exact_near = float(reference_A(r[near], l))
A_plain, _ = two_sweeps(rho, r, l, power=0)
plain_error = 1 - A_plain[near] / exact_near
fitted_error = 1 - A[near] / exact_near
plain_predicted = 11 / 720 * ((l + 2) * h)**4
assert abs(plain_error / plain_predicted - 1) < 0.05
assert abs(fitted_error) < 1e-10
print(f"l=4, r={r[near]:.4e} bohr: relative error of A, plain cubic = {plain_error:.4e}")
print(f"  predicted for plain cubic = {plain_predicted:.4e}")
print(f"  with fitted power = {fitted_error:.1e}")

# Closure of the first cell
closure_error = float(1 - mp.mpf(float(A[0])) / reference_A(r[0], l))
closure_predicted = alpha * r[0] / (2 * l + 4)
assert abs(closure_error / closure_predicted - 1) < 0.01
print(f"l=4 first-cell relative deficit = {closure_error:.4e}, "
      f"predicted {closure_predicted:.4e}")

# Response to density noise that does not vanish as r^l
eta = 1e-6
rng = np.random.default_rng(7)
for name, noise in (("random", eta * rng.uniform(-1, 1, n_nodes)),
                    ("constant", eta * np.ones(n_nodes))):
    dA, dB = two_sweeps(noise, r, l)
    ratio_A = np.max(np.abs(dA) * (l + 3) / (eta * r**2))
    ratio_B = np.max(np.abs(dB) * (l - 2) / (eta * r**2))
    assert ratio_A < 2 and ratio_B < 2
    print(f"l=4 {name} noise: max |dA|(l+3)/(eta r^2) = {ratio_A:.4f}, "
          f"|dB|(l-2)/(eta r^2) = {ratio_B:.4f}")

# Inner moment obtained as total minus inward sum: rounding is magnified
print("inner moment as total minus inward sum, at the first node:")
residues, false_potentials = [], []
for l in range(1, 9):
    density = model_density(r, l)
    A_l, _ = two_sweeps(density, r, l)
    out_cells, _ = cell_integrals(density, r, l, l + 2)
    moments = out_cells * r[1:]**(l + 1)
    inner_true = A_l[0] * r[0]**(l + 1)
    total = np.cumsum(np.concatenate(([inner_true], moments)))[-1]
    inner_by_difference = total - np.cumsum(moments[::-1])[-1]
    residue = abs(inner_by_difference - inner_true) / total
    false_V = 4 * np.pi / (2 * l + 1) * residue * total / r[0]**(l + 1)
    residues.append(residue)
    false_potentials.append(false_V)
    if l % 2 == 0:
        print(f"  l={l}: residue/total = {residue:.2e}, true inner/total = "
              f"{inner_true / total:.2e}, error of V = {false_V:.2e} hartree")
assert max(residues) < 1e-13
assert max(false_potentials) > 1.0

# Outer integral obtained as total minus outward sum, density with a small floor
l, floor = 8, 1e-12
density = model_density(r, l) + floor
_, B_sweep = two_sweeps(density, r, l)
_, in_cells = cell_integrals(density, r, l, l + 2)
outward = np.cumsum(in_cells * r[:-1]**(-l))
B_difference = r[mid]**l * (outward[-1] - outward[mid - 1])
B_exact = float(reference_B(r[mid], l)) + floor * r[mid]**2 * (
    1 - (r[mid] / R)**(l - 2)) / (l - 2)
assert abs(B_sweep[mid] / B_exact - 1) < 1e-6
assert abs(B_difference - B_exact) > 0.5 * B_exact
print(f"l=8 with density floor {floor:.0e} bohr^-3, r={r[mid]:.5f} bohr:")
print(f"  total of outward sum = {outward[-1]:.3e} (atomic units)")
print(f"  B exact = {B_exact:.8f}, inward sweep = {B_sweep[mid]:.8f} hartree")
print(f"  B as total minus outward sum = {B_difference:.8f} hartree")

print("no test failed")
```

Printed output:

```
sphere radius R = 2.2 bohr, alpha = 3.0 bohr^-1, v_R = 0.05 hartree
first node = 1.0e-05 bohr, nodes = 801, log step h = 0.015377
l=0: largest relative error of V over all nodes = 5.52e-09
l=2: largest relative error of V over all nodes = 2.02e-08
l=4: largest relative error of V over all nodes = 5.66e-08
l=6: largest relative error of V over all nodes = 1.08e-07
l=8: largest relative error of V over all nodes = 1.60e-07
l=4 table: r (bohr), A, B, V, V from differential equation (hartree)
  1.00000e-05 9.090636e-32 1.099624e-21 1.53951607e-21 1.53951606e-21
  9.92500e-04 8.665724e-20 1.066999e-13 1.49384160e-13 1.49384159e-13
  1.00032e-01 6.919716e-08 1.059915e-05 1.49374008e-05 1.49374008e-05
  5.02727e-01 3.709144e-04 3.866202e-03 5.94265108e-03 5.94265105e-03
  1.00425e+00 6.073108e-03 2.112356e-02 3.83960107e-02 3.83960106e-02
  1.49786e+00 1.793705e-02 2.857022e-02 6.70263522e-02 6.70263540e-02
  2.20000e+00 2.884402e-02 0.000000e+00 5.00000000e-02 5.00000000e-02
l=4 multipole moment: sweep 1.486514559, quadrature 1.486514696 bohr^4
l=4, r=1.00425 bohr: exact minus numerical A = -8.5695e-11 hartree
  predicted leading error = -8.5739e-11 hartree
  error ratio on halving h = 15.994
l=4, r=9.9250e-04 bohr: relative error of A, plain cubic = 1.1041e-06
  predicted for plain cubic = 1.1069e-06
  with fitted power = -2.3e-12
l=4 first-cell relative deficit = 2.5000e-06, predicted 2.5000e-06
l=4 random noise: max |dA|(l+3)/(eta r^2) = 0.3602, |dB|(l-2)/(eta r^2) = 0.1643
l=4 constant noise: max |dA|(l+3)/(eta r^2) = 1.0000, |dB|(l-2)/(eta r^2) = 1.0000
inner moment as total minus inward sum, at the first node:
  l=2: residue/total = 1.72e-16, true inner/total = 8.87e-36, error of V = 6.98e-02 hartree
  l=4: residue/total = 2.99e-16, true inner/total = 6.12e-57, error of V = 6.20e+09 hartree
  l=6: residue/total = 1.72e-16, true inner/total = 3.23e-78, error of V = 3.43e+20 hartree
  l=8: residue/total = 1.55e-99, true inner/total = 1.55e-99, error of V = 3.89e-52 hartree
l=8 with density floor 1e-12 bohr^-3, r=1.00425 bohr:
  total of outward sum = 1.667e+17 (atomic units)
  B exact = 0.02148523, inward sweep = 0.02148523 hartree
  B as total minus outward sum = 0.00000000 hartree
no test failed
```
